\section*{Load Resistance for Maximum Read Swing of an Isolated Resistive Memory Cell, part 1}

(Sections cited here and not found follow in the second part.)

\section{The optimum load and the largest swing}

\subsection{What scaling and symmetry fix}

A memory cell has two states, with resistances $R_L$ and $R_H$, where $0<R_L<R_H$. It is read in series with a load resistance $R$ across a supply voltage $V$, and the output is the voltage across the load. The output is larger when the cell is in its low-resistance state. The difference between the two outputs is the swing $S$, and the load is to be chosen so that $S$ is as large as possible.

A divider compares resistances. Multiplying $R$, $R_L$ and $R_H$ by one common factor divides the current by that factor and leaves every voltage unchanged. The ratio $S/V$ can therefore depend only on ratios of resistances. Two such ratios describe the circuit completely. With
\begin{equation}
g=\sqrt{R_LR_H},\qquad k=\frac{R_H}{R_L},\qquad q=\sqrt{k},\qquad x=\frac{R}{g},
\end{equation}
the two states are $R_L=g/q$ and $R_H=gq$, and $S/V$ is a function of $x$ and $q$. The best load must have the form $g\,h(q)$, with $h$ a pure number for each $q$. Scaling alone does not determine $h$.

A second symmetry does. The fraction of the supply that appears across the load is $R/(R+R_c)$ for a cell resistance $R_c$, so the two fractions are
\begin{equation}
f_L(x)=\frac{x}{x+1/q},\qquad f_H(x)=\frac{x}{x+q}.
\end{equation}
Replace $x$ by $1/x$ and multiply numerator and denominator by $qx$ in the first fraction and by $x$ in the second:
\begin{align}
f_L(1/x)&=\frac{1/x}{1/x+1/q}=\frac{q}{q+x}=1-f_H(x),\\
f_H(1/x)&=\frac{1/x}{1/x+q}=\frac{1}{1+qx}=1-f_L(x).
\end{align}
The last step of the second line uses $1-f_L=(1/q)/(x+1/q)=1/(1+qx)$. Subtracting the lines gives
\begin{equation}
f_L(1/x)-f_H(1/x)=f_L(x)-f_H(x).
\label{eq:mirror}
\end{equation}
The loads $gx$ and $g/x$ give the same swing. If the maximum is unique, it must coincide with its own mirror image, so $x=1/x$. For a positive load this means $x=1$, or $R=g$. The symmetry fixes the answer once uniqueness is known, and the algebra below supplies uniqueness.

The same fact has a picture. Written in terms of $\ln R$, the fraction is
\begin{equation}
\frac{R}{R+R_c}=\frac{1}{1+e^{-(\ln R-\ln R_c)}} ,
\end{equation}
where each logarithm is taken of a resistance divided by a common unit. This is an S-shaped step of unit height centred at $R=R_c$. The two states give two identical steps displaced by $\ln k$, and the swing is the vertical distance between them. That distance is greatest midway between the centres on the logarithmic axis, which is the geometric mean.

\subsection{Circuit and assumptions}

The derivation assumes the following.
\begin{itemize}
\item Each state is ohmic: its resistance does not depend on the voltage across the cell.
\item The supply is ideal, and $V$ and $R$ are the same for both states.
\item The sensing input draws no current, and the output has settled.
\item The cell is isolated: no other path carries current between its terminals.
\end{itemize}
With no current drawn at the output node, one current $I$ flows through cell and load. The voltages around the loop add to the supply, $V=IR_c+IR$, so that
\begin{equation}
v=IR=V\frac{R}{R+R_c}.
\label{eq:divider}
\end{equation}
Let $v_L$ and $v_H$ denote the values of $v$ for $R_c=R_L$ and $R_c=R_H$. The swing is defined as $S=v_L-v_H$, which is positive. If the output is taken across the cell instead, the two readings are $V-v_L$ and $V-v_H$. Their difference is $-S$, so the magnitude and the best load are unchanged.

\subsection{The swing as a function of the load}

Subtract the two outputs over a common denominator:
\begin{align}
S&=V\left[\frac{R}{R+R_L}-\frac{R}{R+R_H}\right]
=V\,\frac{R(R+R_H)-R(R+R_L)}{(R+R_L)(R+R_H)}\nonumber\\
&=V\,\frac{R\,(R_H-R_L)}{(R+R_L)(R+R_H)}.
\label{eq:swing}
\end{align}
The terms $R^2$ cancel in the numerator. For $R\ll R_L$ the swing is approximately $VR(1/R_L-1/R_H)$: the load is too small to develop a voltage. For $R\gg R_H$ it is approximately $V(R_H-R_L)/R$: nearly the whole supply falls on the load in both states. The swing vanishes in both limits and is positive between them.

\subsection{The maximum}

The denominator of Eq.~\eqref{eq:swing} expands to $R^2+(R_L+R_H)R+R_LR_H$. Divide numerator and denominator by $R$, which is positive:
\begin{equation}
S=\frac{V(R_H-R_L)}{R_L+R_H+\left(R+g^2/R\right)}.
\label{eq:reduced}
\end{equation}
The load now appears in the bracket alone. Completing the square gives
\begin{equation}
R+\frac{g^2}{R}=2g+\left(\sqrt R-\frac{g}{\sqrt R}\right)^2 ,
\label{eq:square}
\end{equation}
because the cross term of the square is $-2g$. The square is never negative, and it is zero when $\sqrt R=g/\sqrt R$, that is, when $R=g$. The denominator then has its smallest value and the swing its largest. Hence
\begin{equation}
R_*=\sqrt{R_LR_H}.
\label{eq:result}
\end{equation}
This is a global statement: every other positive load gives a strictly smaller swing.

Differentiation gives the same result and shows the sign of the slope. Let $D=R^2+(R_L+R_H)R+g^2$. Then
\begin{align}
\frac{dS}{dR}&=V(R_H-R_L)\,\frac{D-R\,(2R+R_L+R_H)}{D^2}\nonumber\\
&=V(R_H-R_L)\,\frac{g^2-R^2}{D^2}.
\label{eq:slope}
\end{align}
The swing rises for $R<g$ and falls for $R>g$.

At the optimum the denominator of Eq.~\eqref{eq:reduced} is $R_L+R_H+2g=(\sqrt{R_L}+\sqrt{R_H})^2$. The numerator contains $R_H-R_L=(\sqrt{R_H}-\sqrt{R_L})(\sqrt{R_H}+\sqrt{R_L})$. One factor cancels, and division by $\sqrt{R_L}$ leaves
\begin{equation}
S_*=V\,\frac{\sqrt{R_H}-\sqrt{R_L}}{\sqrt{R_H}+\sqrt{R_L}}=V\,\frac{q-1}{q+1}.
\label{eq:smax}
\end{equation}
The largest swing depends on the resistance ratio and not on the resistances separately. For nearly equal states, $k=1+\epsilon$ with $\epsilon\ll1$, $q-1\approx\epsilon/2$ and $S_*\approx V\epsilon/4$. For a large ratio, $S_*\approx V(1-2/q)$, so the shortfall from the full supply closes only as the inverse square root of $k$. Solving Eq.~\eqref{eq:smax} for the ratio shows that a swing of at least $\eta V$, with $0<\eta<1$, requires $k\ge[(1+\eta)/(1-\eta)]^2$. Half the supply requires $k\ge9$.

Equations~\eqref{eq:result} and \eqref{eq:smax} were tested by solving Kirchhoff's equations numerically and maximizing the swing over the load. The resistance pairs were 10 and 15~k$\Omega$, 3 and 70~k$\Omega$, 10~k$\Omega$ and 1~M$\Omega$, and 1~k$\Omega$ and 10~M$\Omega$. The best loads agreed with the geometric means to within one part in $10^5$.

\subsection{Tolerance of the load}

By Eq.~\eqref{eq:square}, a load $R=gx$ adds $g(\sqrt x-1/\sqrt x)^2$ to the smallest denominator, $(\sqrt{R_L}+\sqrt{R_H})^2$. Dividing both by $R_L$ and using $g/R_L=q$ gives
\begin{equation}
\frac{S}{S_*}=\left[1+\frac{q}{(1+q)^2}\left(x+\frac1x-2\right)\right]^{-1}.
\label{eq:flat}
\end{equation}
Because $(1+q)^2-4q=(1-q)^2\ge0$, the coefficient $q/(1+q)^2$ is at most $1/4$. Putting $1/4$ in its place gives a lower bound valid for every ratio:
\begin{equation}
\frac{S}{S_*}\ge\frac{4x}{(1+x)^2}.
\end{equation}
A load wrong by a factor of two in either direction therefore costs at most one ninth of the largest swing. A larger ratio $k$ makes the maximum flatter, because $q/(1+q)^2$ decreases for $q>1$.

\subsection{The reference level}

A comparator needs a reference between the two outputs. From Eq.~\eqref{eq:divider},
\begin{align}
v_L+v_H-V&=V\,\frac{R(R+R_H)+R(R+R_L)-D}{D}\nonumber\\
&=V\,\frac{R^2-g^2}{D}.
\end{align}
The outputs lie symmetrically about $V/2$ when $R=g$, and at no other positive load. Their values there are
\begin{equation}
v_L=\frac{Vg}{g+g/q}=\frac{Vq}{q+1},\qquad
v_H=\frac{Vg}{g+gq}=\frac{V}{q+1}.
\label{eq:levels}
\end{equation}
A reference of $V/2$ then gives each state the margin $S_*/2$, and it follows the supply if it is derived from it.

The load $g$ is also the best one for a reference held at $V/2$. Both outputs rise with $R$, so the margin $v_L-V/2$ grows while $V/2-v_H$ shrinks. The smaller of the two is largest where they are equal, at $R=g$.

\subsection{Worked example}

Take $R_L=10$~k$\Omega$, $R_H=1000$~k$\Omega$ and $V=0.20$~V. Then $k=100$, $q=10$, and
\begin{align}
R_*&=\sqrt{10\times1000}\ \text{k}\Omega=100\ \text{k}\Omega,\\
v_L&=200\ \text{mV}\times\tfrac{100}{110}=181.8\ \text{mV},\\
v_H&=200\ \text{mV}\times\tfrac{100}{1100}=18.2\ \text{mV},\\
S_*&=200\ \text{mV}\times\tfrac{9}{11}=163.6\ \text{mV}.
\end{align}
The midpoint is 100~mV, half the supply. At 50 and at 200~k$\Omega$ the swing is 157.1~mV, which is 96.0\% of the largest. At 10 and at 1000~k$\Omega$, where the load equals one of the cell resistances, it is 98.0~mV, or 59.9\%. The equal values in each pair show the mirror symmetry of Eq.~\eqref{eq:mirror}.

\subsection{Which voltage is held fixed}

The result holds for a fixed supply. A designer may instead limit the voltage across the cell, to protect the stored state. The cell voltage is $VR_c/(R+R_c)$, which increases with $R_c$, so the high state sets the limit. Let its cell voltage be held at $V_c$. The supply must then follow the load as $V=V_c(R+R_H)/R_H$, and Eq.~\eqref{eq:swing} becomes
\begin{equation}
S=V_c\,\frac{R_H-R_L}{R_H}\,\frac{R}{R+R_L}.
\label{eq:fixedcell}
\end{equation}
The last factor has the positive derivative $R_L/(R+R_L)^2$. The swing rises with the load towards $V_c(1-R_L/R_H)$ and has no interior maximum. With $V_c=0.20$~V and the resistances above, a load of 100~k$\Omega$ gives 180.0~mV from a supply of 0.22~V. A load of 1000~k$\Omega$ gives 196.0~mV but needs 0.40~V.

If the supply may be adjusted up to $V_m$ while the high-state cell voltage may not exceed $V_c$, the two cases join. Below the load $R_1=R_H(V_m/V_c-1)$ the cell limit governs and the swing rises. Above it the supply stays at $V_m$ and the swing follows Eq.~\eqref{eq:swing}. The best load is therefore the larger of $R_1$ and $g$. The limit $V_c$ applies here to the settled cell voltage. After a sudden step of the supply the cell briefly carries the whole supply until the output node has charged.

\section{Conditions of use and corrections}

\subsection{Symbols and results carried over}

The cell resistances are $R_L$ and $R_H$, with $k=R_H/R_L$, $q=\sqrt k$ and $g=\sqrt{R_LR_H}$. The load is $R$, the fixed supply is $V$, and the output across the load is $v=VR/(R+R_c)$ for a cell resistance $R_c$. The outputs of the two states are $v_L$ and $v_H$. The swing $S=v_L-v_H$ has its maximum
\begin{equation}
S_*=V\,\frac{q-1}{q+1}\qquad\text{at}\qquad R_*=g .
\label{eq:recall}
\end{equation}
A load $R=gx$ gives
\begin{equation}
\frac{S}{S_*}=\left[1+\frac{q}{(1+q)^2}\left(x+\frac1x-2\right)\right]^{-1}.
\label{eq:recallflat}
\end{equation}
At $R=g$ the outputs are $Vq/(q+1)$ and $V/(q+1)$, symmetric about $V/2$. The example has $R_L=10$~k$\Omega$, $R_H=1000$~k$\Omega$, $V=0.20$~V, $g=100$~k$\Omega$ and $S_*=163.6$~mV. Each correction below is applied to this example by itself, with the other assumptions kept. The additional parameters are rough values chosen to show sizes.

\subsection{Resistance in series with the cell}

Let the line, the driver and an access device add a constant resistance $r$ between the supply and the output node. The loop equation is $V=I(r+R_c+R)$, so
\begin{equation}
v=V\frac{R}{R+(R_c+r)} .
\end{equation}
This is the original divider with $R_c$ replaced by $R_c+r$ in both states. The previous proof applies unchanged and gives
\begin{equation}
R_*=\sqrt{(R_L+r)(R_H+r)} .
\label{eq:series}
\end{equation}
The ratio that enters the swing is now $(R_H+r)/(R_L+r)$. It is smaller than $k$, because $R_L(R_H+r)<R_H(R_L+r)$ reduces to $rR_L<rR_H$. With $r=2$~k$\Omega$ the best load is $\sqrt{12\times1002}$~k$\Omega=109.7$~k$\Omega$. The swing is 160.5~mV, about 2\% below the value without $r$.

A selector that is on may be represented by a constant resistance and a constant voltage drop $V_s$. The loop equation then contains $V-V_s$ in place of $V$. The best load is still given by Eq.~\eqref{eq:series}, and the swing scales with $V-V_s$. This requires the same drop and resistance in both states. In the high state the selector must stay on at the smaller current, and if it does not, this replacement fails.

\subsection{Current drawn by the sensing input}

Let the sensing input have a resistance $R_i$ to ground. The current arriving through the cell divides between load and input:
\begin{equation}
\frac{V-v}{R_c}=\frac vR+\frac v{R_i}=\frac{v}{R_p},\qquad R_p=\frac{RR_i}{R+R_i}.
\end{equation}
The divider responds to the parallel combination $R_p$, and the maximum lies at $R_p=g$. Multiplying out gives $RR_i=gR+gR_i$, and collecting the terms in $R$ gives
\begin{equation}
R_*=\frac{gR_i}{R_i-g}\qquad (R_i>g).
\end{equation}
The largest swing is unchanged, because the required $R_p$ can still be reached. If $R_i\le g$, then $R_p<g$ for every finite load, and the swing rises with $R$ throughout. The separate load should then be left out. For $R_i=10$~M$\Omega$ the best load is $100\times10000/9900$~k$\Omega=101.0$~k$\Omega$, a correction of about 1\%.

For an isolated ohmic cell read from a fixed supply, the settled swing is largest when the load equals the geometric mean of the two cell resistances, and the corrections for a constant series resistance and for a sensing input that draws current have been found. Still to be treated are parallel paths in a crossbar, a high state that is not ohmic, temperature, spread between cells, settling time, thermal noise, disturbance and heating by the read, and the comparison with real cells.
